# Dopant Diffusion Added by Linear Cooling from 1273 K

## Problem

A thin boron-doped marker layer lies inside an epitaxial silicon film, 100 nm below the surface. The wafer is held at \(T_0=1273\) K for 10 s and then cooled at the constant rate \(r=10\) K/s to room temperature. The boron diffusivity follows the Arrhenius law

\[
D(T)=D_0\,e^{-E/kT},\qquad E=3.5\ \text{eV},
\]

where \(T\) is the absolute temperature and \(k=8.61733\times10^{-5}\) eV/K. The layer keeps spreading while the wafer cools.

(a) Show that the spreading during cooling equals that of an additional hold at \(T_0\), and find the length \(t_{\rm eq}\) of this hold.

(b) At the start of the hold the layer is a Gaussian of standard deviation \(\sigma_0=5\) nm and dose \(Q=2\times10^{11}\) cm\(^{-2}\). Take \(D_0=1\) cm²/s. How wide is the layer before and after cooling, and how wrong is its peak concentration if the cooling is ignored?

The model assumes that \(D\) depends on temperature alone. It may not depend on position, on dopant concentration or on earlier treatment. In particular, the point defects that carry the dopant are taken to be in equilibrium at each temperature. The layer is far from the surface, so no boundary condition changes during cooling.

## First estimate by scaling

The diffusivity falls by a factor \(e\) when \(E/kT\) grows by one. For a small drop \(\Delta T\) below \(T_0\),

\[
\frac{E}{k}\left(\frac1{T_0-\Delta T}-\frac1{T_0}\right)\approx\frac{E\,\Delta T}{kT_0^2}.
\]

Setting the right side equal to one gives the temperature scale

\[
\Delta T_e=\frac{kT_0^2}{E}
=\frac{8.61733\times10^{-5}\times1273^2}{3.5}\ \text{K}=39.9\ \text{K}.
\]

The ramp covers this drop in \(\Delta T_e/r=3.99\) s. In this approximation the diffusivity decays in time as \(e^{-t/\tau}\) with \(\tau=\Delta T_e/r\), and the area under such a decay is its initial value times \(\tau\):

\[
\int_0^\infty e^{-t/\tau}\,dt=\tau .
\]

The estimate is therefore

\[
t_{\rm eq}\approx\frac{kT_0^2}{rE}=3.99\ \text{s}.
\]

The cooling lasts 97 s, but most of that time is spent at temperatures where boron hardly moves. The estimate needs neither \(D_0\) nor the shape of the layer. It rests on replacing the Arrhenius law by a pure exponential in time, and the exact solution will show what that costs.

## Exact solution

### Why an equivalent time exists

Let \(C(z,t)\) be the dopant concentration at depth coordinate \(z\). Since \(D\) does not depend on \(z\), it can be taken outside the derivative in Fick's second law:

\[
\frac{\partial C}{\partial t}=D(T(t))\,\frac{\partial^2C}{\partial z^2}.
\]

Define the accumulated diffusion

\[
\theta(t)=\int_0^tD(T(t'))\,dt',\qquad \frac{d\theta}{dt}=D(T(t)).
\]

Because \(D>0\), \(\theta\) grows steadily and can replace \(t\) as the variable. The chain rule gives \(\partial C/\partial t=D\,\partial C/\partial\theta\). Dividing by \(D\) leaves

\[
\frac{\partial C}{\partial\theta}=\frac{\partial^2C}{\partial z^2}.
\]

Temperature has disappeared from the equation. Two thermal histories that start from the same profile and reach the same \(\theta\) end with the same profile. An isothermal hold of length \(t_{\rm eq}\) at \(T_0\) contributes \(D(T_0)\,t_{\rm eq}\), so it replaces the cooling if

\[
t_{\rm eq}=\int\frac{D(T(t))}{D(T_0)}\,dt ,
\]

with the integral taken over the cooling. The prefactor \(D_0\) cancels.

The argument also needs boundary conditions that, written in \(C\) and \(\partial C/\partial z\) alone, do not change with temperature. A fixed flux or a fixed surface loss velocity does not qualify, because the flux is \(-D\,\partial C/\partial z\) and brings \(D(T)\) back in. A sealed surface, \(\partial C/\partial z=0\), qualifies. A surface held at a temperature-dependent solubility does not, because its value at a given \(\theta\) would differ between the two histories.

This equivalence was tested on an asymmetric profile, a box beside a sealed wall together with a triangular layer, with initial maximum 1. The diffusion equation was solved numerically once through 60 s of the ramp and once through an isothermal hold of length \(t_{\rm eq}\). The final profiles differed by at most \(3.3\times10^{-6}\), while diffusion had changed the initial profile by up to 0.59.

### The integral over the ramp

During cooling \(T=T_0-rt\), so \(dt=-dT/r\). Time runs forward as temperature runs from \(T_0\) down to the final value \(T_1\); exchanging the limits removes the minus sign:

\[
t_{\rm eq}=\frac1r\int_{T_1}^{T_0}
\exp\!\left[-\frac Ek\left(\frac1T-\frac1{T_0}\right)\right]dT .
\]

To make the exponent linear, substitute

\[
T=\frac{T_0}{1+s},\qquad \frac1T-\frac1{T_0}=\frac{s}{T_0},\qquad dT=-\frac{T_0\,ds}{(1+s)^2}.
\]

The start of cooling is \(s=0\) and its end is \(s_1=T_0/T_1-1\). With

\[
x=\frac{E}{kT_0}=31.906
\]

the result is

\[
t_{\rm eq}=\frac{T_0}{r}\int_0^{s_1}\frac{e^{-xs}}{(1+s)^2}\,ds .
\]

If the ramp is continued formally to zero temperature, \(s_1\to\infty\), and

\[
t_{\rm eq}=\frac{T_0}{r}F(x),\qquad F(x)=\int_0^\infty\frac{e^{-xs}}{(1+s)^2}\,ds=e^xE_2(x).
\]

Here \(E_2(x)=\int_1^\infty e^{-xu}u^{-2}\,du\) is the exponential integral of order two, and the last equality follows from \(u=1+s\).

The piece added by this continuation is

\[
\frac{T_0}{r}\int_{s_1}^\infty\frac{e^{-xs}}{(1+s)^2}\,ds .
\]

Put \(1+s=(T_0/T_1)\,v\), so that \(v\) starts at 1. Then \(ds/(1+s)^2=(T_1/T_0)\,dv/v^2\) and \(e^{-xs}=e^{x}e^{-x_1v}\) with \(x_1=xT_0/T_1=E/kT_1\). The piece equals \((T_1/r)\,e^xE_2(x_1)\), and for a ramp that stops at \(T_1\)

\[
t_{\rm eq}(T_1)=\frac{e^x}{r}\left[T_0E_2(x)-T_1E_2(x_1)\right].
\]

For \(T_1=300\) K, \(x_1=135.4\). Since \(E_2(x_1)<e^{-x_1}/x_1\), the subtracted term carries a factor below \(e^{-103}\) and can be dropped.

### Bounds that need no special function

The value of \(F\) can be enclosed with elementary integrals. For \(s>0\), \(1+s<e^s\), hence

\[
\frac1{(1+s)^2}>e^{-2s}.
\]

For an upper bound, multiply out

\[
(1+s)^2(1-2s+3s^2)=1+4s^3+3s^4>1,
\]

which shows that \((1+s)^{-2}<1-2s+3s^2\). Multiply both inequalities by \(e^{-xs}\) and integrate, using

\[
\int_0^\infty e^{-xs}ds=\frac1x,\quad
\int_0^\infty s\,e^{-xs}ds=\frac1{x^2},\quad
\int_0^\infty s^2e^{-xs}ds=\frac2{x^3}.
\]

The result is

\[
\frac1{x+2}<F(x)<\frac1x-\frac2{x^2}+\frac6{x^3}.
\]

With \(T_0/r=127.3\) s, the lower bound is \(127.3/33.906=3.754\) s. In the upper bound the first term is \(127.3/31.906=3.990\) s, the second is \(-3.990\times2/x=-0.250\) s and the third is \(3.990\times6/x^2=+0.024\) s, which add up to about 3.763 s. The closed form lies between them:

\[
t_{\rm eq}=3.76\ \text{s}.
\]

Direct integration over the cooling time down to 300 K gives the same value, 3.7607 s, to all digits printed. To the nearest second, the cooling adds four seconds at the starting temperature.

### The width of the layer

For part (b), try a Gaussian whose width depends on \(\theta\):

\[
C=\frac{Q}{\sqrt{2\pi}\,\sigma}\,e^{-z^2/2\sigma^2}.
\]

Its derivatives are

\[
\frac{\partial C}{\partial\sigma}=C\left(\frac{z^2}{\sigma^3}-\frac1\sigma\right),\qquad
\frac{\partial^2C}{\partial z^2}=C\left(\frac{z^2}{\sigma^4}-\frac1{\sigma^2}\right),
\]

so \(\partial C/\partial\sigma=\sigma\,\partial^2C/\partial z^2\). The diffusion equation then requires \(\sigma\,d\sigma/d\theta=1\), that is \(d(\sigma^2)/d\theta=2\). Integration from the start of the hold gives

\[
\sigma^2=\sigma_0^2+2D(T_0)\,(t_{\rm hold}+t_{\rm eq}).
\]

The diffusivity at the hold temperature is \(e^{-31.9056}\) cm²/s, or \(D(T_0)=1.392\) nm²/s. After the hold,

\[
\sigma^2=25+2(1.392)(10)=52.8\ \text{nm}^2,\qquad \sigma=7.27\ \text{nm}.
\]

Cooling adds \(2(1.392)(3.761)=10.5\) nm², so that

\[
\sigma^2=63.3\ \text{nm}^2,\qquad \sigma=7.96\ \text{nm}.
\]

The surface is more than twelve standard deviations away, which justifies treating the film as unbounded. A numerical solution through the hold and 60 s of cooling also gave \(\sigma=7.956\) nm, and its profile departed from the Gaussian by at most \(7.5\times10^{-5}\) of the peak.

The peak is \(Q/(\sqrt{2\pi}\,\sigma)\). It falls from \(1.10\times10^{17}\) cm\(^{-3}\) after the hold to \(1.00\times10^{17}\) cm\(^{-3}\) after cooling. Ignoring the cooling overestimates the final peak by 9.5%, relative to the value with cooling included.

## Comparison of the two results

The scaling estimate, 3.99 s, exceeds the full result, 3.76 s, by 6.1% of the latter. The sign follows from the exponent. For a drop \(\Delta T=rt\),

\[
\frac Ek\left(\frac1{T_0-\Delta T}-\frac1{T_0}\right)
=\frac{E\,\Delta T}{kT_0(T_0-\Delta T)}
>\frac{E\,\Delta T}{kT_0^2}.
\]

At each moment of the cooling the true diffusivity is below the pure exponential, so its integral is smaller. After a drop of 39.9 K, for instance, the diffusivity is 0.356 of its starting value, where the exponential gives \(1/e=0.368\).

The lower bound on \(F\) limits the size of the excess. The ratio of the estimate to the full result is \(1/(xF)\), and \(F>1/(x+2)\) gives

\[
\frac1{xF}-1<\frac2x=6.3\% .
\]

The estimate is thus good when \(E\gg kT_0\). In the opposite limit, \(x\to0\), it diverges, whereas \(F\to\int_0^\infty(1+s)^{-2}ds=1\) and \(t_{\rm eq}\to T_0/r\), the full time of a ramp to zero temperature. This is as it should be: without an activation energy, each second of cooling counts as much as a second at \(T_0\).

For the layer, the difference matters little. With 3.99 s in place of 3.76 s the final width would be 8.00 nm instead of 7.96 nm.

### Which part of the ramp matters

The finite-end formula gives the share of \(t_{\rm eq}\) accumulated after a given drop in temperature: 74.9% after 50 K, 94.4% after 100 K and 98.9% after 150 K. The cooling rate in the first 100 K, which take 10 s, therefore fixes nearly the whole result.

This holds for an uninterrupted ramp. If the wafer is parked at an intermediate temperature, the pause has to be counted separately. At 1123 K, 150 K below the start, the diffusivity ratio is

\[
\exp\left[-31.906\left(\frac{1273}{1123}-1\right)\right]=0.014,
\]

so a pause of 100 s there adds 1.4 s to \(t_{\rm eq}\), although the remaining ramp below that temperature adds only about 0.04 s.

### Other rates and the heating ramp

At fixed \(E\) and \(T_0\), \(t_{\rm eq}\) is proportional to \(1/r\). A furnace that cools at 0.1 K/s would add 376 s, far more than the 10 s hold of this example. At 100 K/s the addition would be 0.38 s for an ideal ramp. At such rates the onset of cooling matters as much as the ramp: with the 0.5 s lag considered below the addition is about 0.72 s.

A linear heating ramp to \(T_0\) passes through the same temperatures in reverse order. Then \(dt=+dT/r\), the limits run from \(T_1\) to \(T_0\), and the integral is the same. Heating and cooling both at 10 K/s add 7.5 s together, under the same assumptions.

## The model beside a real wafer

The values \(E=3.5\) eV and \(D_0=1\) cm²/s are rough figures for boron in lightly doped silicon. A hold near 1273 K and a ramp of 10 K/s are within reach of a lamp-heated single-wafer reactor. The next five estimates are for the lightly doped layer of the example. They use rough material parameters and change one assumption at a time. With the values chosen here, the largest change in \(t_{\rm eq}\) among them comes from the start of the ramp.

**Onset of cooling.** A real wafer does not reach its full cooling rate at once. Suppose the rate builds up as \(r(1-e^{-t/t_l})\) with a lag \(t_l=0.5\) s. Integration gives the drop \(r[t-t_l(1-e^{-t/t_l})]\), which is larger than \(r(t-t_l)\). The wafer is then cooler than one that waits for the time \(t_l\) and starts the full ramp, so the added time must be less than 0.5 s. The integral gives 0.47 s, which raises \(t_{\rm eq}\) from 3.76 s to 4.23 s.

**Temperature error.** If the wafer is 3 K hotter than the reading, \(D(T_0)\) is 7.8% higher, while \(t_{\rm eq}\) changes by 0.46%. To leading order the second figure is \(2\times3/1273\), because \(t_{\rm eq}\propto T_0^2\). An error in the temperature thus affects the equivalent time much less than the spreading itself, which is proportional to \(D(T_0)\).

**Carriers and built-in field.** Boron diffusivity is taken as proportional to \(p/n_i\), with \(p\) the hole density and \(n_i\) the intrinsic carrier density, about \(7.5\times10^{18}\) cm\(^{-3}\) at 1273 K. The field of the ionised dopants adds a second factor. For \(C\ll n_i\) each factor is close to \(1+C/2n_i\). At the peak after the hold this makes 1.5% together at \(T_0\). With the concentration frozen at this peak value, the addition to \(t_{\rm eq}\) over the ramp is 1.9%, larger because \(n_i\) falls on cooling. Here \(t_{\rm eq}\) is still counted in seconds at the uncorrected \(D(T_0)\). A hold at \(T_0\) would itself be faster by 1.5% at that concentration, so the equivalent hold lengthens by only about 0.4%. These are upper estimates, since most of the layer lies below the peak concentration. For a Gaussian the variance feels only \(1/(2\sqrt2)\) of the peak factor, and for the width the three figures become about 0.6% over the ramp, 0.5% in the hold and 0.1% for the equivalent hold.

**Excess interstitials.** Boron moves with the help of silicon self-interstitials, whose equilibrium density falls on cooling. The surplus must diffuse to the surface. A calculation with the surface at equilibrium, no recombination with vacancies, an interstitial diffusivity of 500 µm²/s at \(T_0\), and migration and formation energies of 1.8 and 3.2 eV gives an additional 0.04 s at the layer's depth. This figure is proportional to the depth and to the inverse square root of the interstitial diffusivity: a value 100 times smaller would give 0.43 s, close to the effect of the lag. The calculation starts from equilibrium at \(T_0\), so it does not cover implantation damage or an oxidising surface, both of which supply further interstitials.

**End of the linear ramp.** A 775 µm wafer of emissivity 0.7, radiating from both faces to surroundings at 300 K, could cool at about 130 K/s at \(T_0\). If the emissivity stayed at 0.7, radiation alone could sustain 10 K/s down to about 680 K. There the diffusivity is \(8\times10^{-13}\) of its initial value, so even an hour at that temperature would add only some \(3\times10^{-9}\) s. Lightly doped silicon, however, becomes partly transparent in the infrared as it cools, and its emissivity falls. With a value of 0.2 the linear ramp would end near 920 K, where an hour would add about 0.02 s, still a negligible amount.

The lag, the carriers and the interstitials all lengthen \(t_{\rm eq}\). Simply added, with the values chosen here, they bring it to about 4.3 s, still four seconds to the nearest second.

### Heavy doping

Source and drain regions of p-channel transistors break the assumption of light doping: their boron concentration can be of order \(10^{20}\) cm\(^{-3}\), well above \(n_i\). In the limit \(C\gg n_i\), \(p\approx C\) and the field factor tends to 2, so the effective diffusivity becomes

\[
D_{\rm eff}\approx D(T)\,\frac{2C}{n_i(T)} .
\]

This is a function of temperature times a function of concentration. The diffusion equation takes the form

\[
\frac{\partial C}{\partial t}=\frac{D(T)}{n_i(T)}\,
\frac{\partial}{\partial z}\left(2C\,\frac{\partial C}{\partial z}\right),
\]

and the change of variable works again, now with \(d\theta=(D/n_i)\,dt\). An equivalent time still exists as long as this limit describes the whole profile, but its temperature dependence is that of \(D/n_i\).

With the rough form \(n_i\propto T^{3/2}e^{-0.60\,\text{eV}/kT}\),

\[
\frac{d\ln n_i}{dT}=\frac{3}{2T}+\frac{0.60\ \text{eV}}{kT^2}
=\frac{0.60\ \text{eV}+\tfrac32kT}{kT^2}.
\]

At \(T_0\), where \(kT_0=0.110\) eV, the numerator is 0.76 eV. The effective activation energy drops to \(3.50-0.76=2.74\) eV, and the scaling estimate becomes

\[
t_{\rm eq}\approx3.99\ \text{s}\times\frac{3.50}{2.74}\approx5.1\ \text{s}.
\]

This compares with 3.99 s at the same level of approximation for light doping. The full integral of \(D/n_i\) over the ramp gives 4.73 s, against 3.76 s. The estimate leaves out clustering of the boron, implantation damage and the low-concentration edge of the profile, where \(C\gg n_i\) fails. Because of that edge no single time fits every feature: for a Gaussian of peak \(10^{20}\) cm\(^{-3}\) and \(\sigma=8\) nm, a hold of 4.7 s matches the peak and the width, but the depth at which \(C=10^{18}\) cm\(^{-3}\) is matched by 4.3 s. Heavy doping thus moves the equivalent time by about a second, while the diffusivity itself rises much more: at \(C=10^{20}\) cm\(^{-3}\) the factor \(2C/n_i\) is about 27.

The numerical output below lists the main computed values.

## Numbers as computed

```
Activation energy E: 3.5 eV
Starting temperature T0: 1273 K
Cooling rate r: 10 K/s
Boltzmann constant k: 8.61733e-05 eV/K
x = E/(k T0): 31.906
Temperature scale k T0^2/E: 39.90 K
D ratio after cooling by that scale: 0.3562
Leading estimate of t_eq: 3.990 s
Lower bound of t_eq: 3.7545 s
Upper bound of t_eq: 3.7633 s
t_eq, closed form: 3.7607 s
t_eq, quadrature to 300 K: 3.7607 s
Leading estimate too high by: 6.09 %
Share done after first 50 K: 74.9 %
Share done after first 100 K: 94.4 %
Share done after first 150 K: 98.9 %
Prefactor D0 (rough): 1 cm2/s
D at T0: 1.392 nm2/s
Hold time: 10 s
Layer dose: 2.0e+11 cm^-2
Layer depth: 100 nm
Initial sigma: 5.00 nm
Sigma after hold: 7.269 nm
Sigma after cooling, formula: 7.956 nm
Sigma after cooling, numerical: 7.956 nm
Largest profile error / peak: 7.5e-05
Peak after hold: 1.098e+17 cm^-3
Peak after cooling: 1.003e+17 cm^-3
Peak overestimate if cooling ignored: 9.5 %
Asymmetric profile, ramp vs hold difference: 3.3e-06
Asymmetric profile, change by diffusion: 0.59
Ramp onset lag (chosen): 0.5 s
Extra t_eq from onset lag: 0.471 s
Temperature error (chosen): 3 K
Change of D at start from it: 7.8 %
Change of t_eq from it: 0.46 %
Intrinsic carriers at T0 (rough): 7.5e+18 cm^-3
Extra t_eq from carriers and field: 1.9 %
Interstitial diffusivity at T0 (rough): 500 um2/s
Interstitial migration energy (rough): 1.8 eV
Interstitial formation energy (rough): 3.2 eV
Extra t_eq from excess interstitials: 0.043 s
Wafer thickness: 775 um
Emissivity (rough): 0.7
Free radiative cooling rate at T0: 128 K/s
Radiation sustains the ramp down to: 679 K
D ratio at that temperature: 7.7e-13
```
